# Why the bare normal field overstates TM shifts in phase-change films

**Q:** I am estimating the phase shift of a photonic memory cell: a waveguide with 10 nm of phase-change material on its top face. The film is far thinner than the wavelength, so it hardly disturbs the mode. I therefore take the electric field of the bare guide at that face, put it inside the film, and multiply its square by the change of permittivity. For the TM mode, whose field is mostly normal to the film, this promises a large shift. Is anything wrong with that?

**A:** The inference from "thin" to "the electric field is unchanged" is wrong for the normal component. At an interface without free charge, the normal displacement \(D_x=\varepsilon_{\rm v}\varepsilon E_x\) is continuous, where \(\varepsilon_{\rm v}\) is the vacuum permittivity and \(\varepsilon\) the relative one. If the film has permittivity \(\varepsilon_f\) and replaces cladding of permittivity \(\varepsilon_b\), then in the thin limit

\[
E_x^{\rm film}=\frac{\varepsilon_b}{\varepsilon_f}\,E_x^{\rm bare}.
\]

Making the film thinner does not remove this factor. Polarization charge on the two faces screens the field, and for a wide sheet that screening does not depend on the thickness. Thinness leaves \(D_x\) and the tangential field nearly unchanged, but not \(E_x\).

**Q:** Then the field in my film is smaller by \(\varepsilon_b/\varepsilon_f\). The shift goes as the field squared, so do I multiply by \((\varepsilon_b/\varepsilon_f)^2\)?

**A:** No, and the reason needs the derivation. Take a planar guide, uniform along \(y\), with normal \(x\) and propagation along \(z\). The materials are isotropic and nonmagnetic, and the fields vary as \(\exp(i\beta z-i\omega t)\), with \(\beta=nk_0\) and \(k_0=\omega/c=2\pi/\lambda\). The TM mode has one magnetic component, \(H_y=H(x)\). The \(x\) and \(z\) components of \(\nabla\times\mathbf H=-i\omega\varepsilon_{\rm v}\varepsilon\mathbf E\) are \(-i\beta H=-i\omega\varepsilon_{\rm v}\varepsilon E_x\) and \(H'=-i\omega\varepsilon_{\rm v}\varepsilon E_z\). Hence

\[
E_x=\frac{\beta H}{\omega\varepsilon_{\rm v}\varepsilon},\qquad
E_z=\frac{i g}{\omega\varepsilon_{\rm v}},\qquad g\equiv\frac{H'}{\varepsilon}.
\]

The \(y\) component of \(\nabla\times\mathbf E=i\omega\mu_0\mathbf H\) is \(i\beta E_x-E_z'=i\omega\mu_0H\). Inserting the fields and multiplying by \(\omega\varepsilon_{\rm v}/i\) gives \(\beta^2H/\varepsilon-g'=k_0^2H\), so

\[
H'=\varepsilon g,\qquad g'=-\left(k_0^2-\frac{\beta^2}{\varepsilon}\right)H .
\]

Both \(H\) and \(g\) are continuous. They carry the continuity of \(D_x\) (proportional to \(\beta H\)) and of \(E_z\).

Let subscript 0 mark the bare guide and 1 the guide with the film; \(\varepsilon_0(x)\) is then the bare profile, not the vacuum constant. Differentiate a combination that vanishes far away on both sides:

\[
\begin{aligned}
(g_1H_0-g_0H_1)'&=g_1'H_0+g_1H_0'-g_0'H_1-g_0H_1'\\
&=\left(\frac{\beta_1^2}{\varepsilon_1}-\frac{\beta_0^2}{\varepsilon_0}\right)H_0H_1-(\varepsilon_1-\varepsilon_0)g_0g_1 .
\end{aligned}
\]

The two terms in \(k_0^2\) have cancelled. The integral over all \(x\) is zero. Now write

\[
\frac{\beta_1^2}{\varepsilon_1}-\frac{\beta_0^2}{\varepsilon_0}
=\frac{\beta_1^2-\beta_0^2}{\varepsilon_0}-\beta_1^2\left(\frac1{\varepsilon_0}-\frac1{\varepsilon_1}\right),
\]

and the result is

\[
(\beta_1^2-\beta_0^2)\int\frac{H_0H_1}{\varepsilon_0}dx
=\int\left[(\varepsilon_1-\varepsilon_0)g_0g_1+\beta_1^2\left(\frac1{\varepsilon_0}-\frac1{\varepsilon_1}\right)H_0H_1\right]dx .
\]

No smallness has been used. The normal term equals \((\varepsilon_1-\varepsilon_0)\) times \((\beta_1H_0/\varepsilon_0)(\beta_1H_1/\varepsilon_1)\): one factor has the form of the old field, the other is the new field. The product carries one power of \(\varepsilon_b/\varepsilon_f\). Your square of the new field would make the normal part too small by that same factor.

**Q:** How does this become a formula that I can use for a film?

**A:** Let the film have thickness \(t\) and lie on the core, in place of cladding. The right-hand integrand is nonzero only there. As \(t\to0\) at fixed \(\varepsilon_f\), the continuous quantities tend to their bare surface values \(H_s\) and \(g_s\), and \(\beta_1^2-\beta_0^2\to2k_0^2n_0\Delta n\). With \(I=\int H_0^2/\varepsilon_0\,dx\),

\[
2k_0^2n_0I\,\Delta n=t\left[(\varepsilon_f-\varepsilon_b)g_s^2+k_0^2n_0^2\,\frac{\varepsilon_f-\varepsilon_b}{\varepsilon_b\varepsilon_f}H_s^2\right].
\]

Divide by \(2k_0^2n_0I\) and take out the factor

\[
C=\frac{n_0H_s^2}{2I\varepsilon_b^2}.
\]

Then

\[
\Delta n=tC\left[\frac{\varepsilon_b}{\varepsilon_f}(\varepsilon_f-\varepsilon_b)+r(\varepsilon_f-\varepsilon_b)\right],\qquad
r=\frac{g_s^2\varepsilon_b^2}{k_0^2n_0^2H_s^2}=\left|\frac{E_z}{E_x}\right|^2 .
\]

The ratio \(r\) refers to the bare guide on the cladding side of the face. There \(H''=\varepsilon_bg'=(\beta_0^2-k_0^2\varepsilon_b)H\), so the field decays at the rate \(\gamma=k_0\sqrt{n_0^2-\varepsilon_b}\) and \(g_s=-\gamma H_s/\varepsilon_b\). Therefore

\[
r=\frac{\gamma^2}{k_0^2n_0^2}=1-\frac{\varepsilon_b}{n_0^2}.
\]

Your estimate follows if the contrast is also taken to be small, so that \(\varepsilon_b/\varepsilon_f\) is replaced by 1:

\[
\Delta n_{\rm usual}=tC(1+r)(\varepsilon_f-\varepsilon_b).
\]

It is a weak-contrast formula. A thin film of high index meets the condition on thickness but not the one on contrast.

**Q:** My memory cell is never bare, though. It switches between an amorphous film and a crystalline one. Does the error cancel in the difference?

**A:** It grows. Subtract the shifts for \(\varepsilon_a\) (amorphous) and \(\varepsilon_c\) (crystalline) at the same thickness. Since \(\varepsilon_b(\varepsilon_f-\varepsilon_b)/\varepsilon_f=\varepsilon_b-\varepsilon_b^2/\varepsilon_f\), the constant \(\varepsilon_b\) drops out:

\[
\Delta n_{a\to c}=tC\left[\varepsilon_b^2\left(\frac1{\varepsilon_a}-\frac1{\varepsilon_c}\right)+r(\varepsilon_c-\varepsilon_a)\right]
=tC(\varepsilon_c-\varepsilon_a)\left[\frac{\varepsilon_b^2}{\varepsilon_a\varepsilon_c}+r\right].
\]

The normal part is overestimated by \(\varepsilon_a\varepsilon_c/\varepsilon_b^2\), which is the product of the two insertion errors \(\varepsilon_a/\varepsilon_b\) and \(\varepsilon_c/\varepsilon_b\). Physically, the normal response saturates: \(\varepsilon_b-\varepsilon_b^2/\varepsilon_f\) approaches \(\varepsilon_b\) at large \(\varepsilon_f\). Two states of high permittivity both expel most of the normal field, and that field can barely tell them apart.

As an example, take an Sb2Se3-like film at 1550 nm, with model indices set to 3.3 (amorphous) and 4.05 (crystalline), which are only roughly typical of the material. It lies on 400 nm of silicon nitride of index 2.0, with silica, its index set to 1.444 in the model, on both sides. The permittivities are \(\varepsilon_b=2.085\), \(\varepsilon_a=10.89\) and \(\varepsilon_c=16.40\). The insertion factors are 5.22 and 7.87, and their product is 41.1.

**Q:** So I keep my old number and divide it by 41?

**A:** That would be a second error. The factor 41 belongs to the normal part alone. A guided TM mode also has a longitudinal field \(E_z\), which is tangential to the film and enters it unscreened. In the thin limit, the overestimate of the whole shift is

\[
F=\frac{1+r}{s+r},\qquad s=\frac{\varepsilon_b^2}{\varepsilon_a\varepsilon_c}.
\]

Because \(s>0\), \(F\) stays below \(1+1/r\), however high the film index. Here \(n_0=1.6439\), so \(r=1-2.085/1.6439^2=0.228\) and the bound is 5.38. The value of \(F\) itself is 4.86.

The shifts for the 10 nm film follow from \(C=5.255\times10^{-4}\ {\rm nm^{-1}}\), that is \(tC=5.255\times10^{-3}\), and \(\varepsilon_c-\varepsilon_a=5.51\):

\[
\begin{aligned}
\text{usual:}\quad&5.255\times10^{-3}\times1.228\times5.51=0.0356,\\
\text{normal part:}\quad&5.255\times10^{-3}\times5.51/41.1=0.0007,\\
\text{longitudinal part:}\quad&5.255\times10^{-3}\times0.228\times5.51=0.0066.
\end{aligned}
\]

The corrected total is 0.0073. About 90 % of it comes from the component that looked minor in the bare guide. Dividing the usual value by 41.1 gives 0.0009, about eight times too small.

**Q:** Both of your numbers rest on the thin-film limit. What does the full 10 nm film give?

**A:** For a planar stack, \(H\) and \(g\) can be carried through each layer with sines and cosines and matched to decaying fields outside. The roots of that condition give the mode indices at finite thickness. The switching shift is then 0.0070. The corrected formula is 5 % above this value, while the usual estimate is 5.1 times as large.

The length for a phase difference of \(\pi\) follows from \(k_0\,\Delta n\,L_\pi=\pi\), or \(L_\pi=\lambda/(2\Delta n)\). The usual estimate gives 22 µm, the corrected formula 106 µm and the layered solution 111 µm. A cell built 22 µm long would reach only about \(0.2\pi\) in this model.

A separate calculation divides the cross-section into 1 nm cells and diagonalizes the resulting matrix. It gives 0.02635 for inserting the crystalline film, as does the layered solution. It also shows the field inside: at equal mode power, the mean normal displacement in the film is 1.09 times its bare value over the same region, and the mean normal electric field is 0.14 times. The displacement is nearly preserved, and the electric field is not.

**Q:** Why 1.09 and not 1? And how thick may the film be before your formula is no better than mine?

**A:** Preservation of \(D_x\) is a statement about the limit. In a real film, \(H'=\varepsilon_fg\) makes \(H\) vary across it by a relative amount of about \(t\gamma\varepsilon_f/\varepsilon_b\). With \(\gamma=0.0032\ {\rm nm^{-1}}\), the crystalline film gives \(10\times0.0032\times7.87\approx0.25\). The relative change of \(g\) is about \(t(k_0^2-\beta_0^2/\varepsilon_f)\varepsilon_b/\gamma\approx0.09\). The formula is justified when both are small; \(t\ll\lambda\) alone does not ensure that. These estimates give the size of the variations, not the sign of the departure from 1. \(H\) falls away from the core faster in the film than in the cladding it replaces, which by itself would lower the mean displacement. The film also changes the mode as a whole, and at equal power this raises the displacement there. The computed 1.09 is the net result.

These variations are not themselves the error of the shift. That error comes from comparison with the layered solution, the guide and both indices being held fixed:

| film (nm) | corrected | layered | excess |
|---|---|---|---|
| 5 | 0.0037 | 0.0036 | 2 % |
| 10 | 0.0073 | 0.0070 | 5 % |
| 20 | 0.0146 | 0.0132 | 11 % |
| 30 | 0.0220 | 0.0187 | 17 % |

The excess is relative to the layered value. At 30 nm I would use the layered solution for a design and keep the formula for understanding it. Even there, the formula is much closer than the usual estimate, which is 4.86 times the formula at every thickness. Relative to the layered value at 30 nm, the usual estimate is 5.7 times too large. This exceeds 5.38, because that bound belongs to the thin limit.

**Q:** Is the factor of about five a property of the material pair, then?

**A:** It depends on the guide as well. Since \(s<1\) here, \(dF/dr=(s-1)/(s+r)^2\) is negative: a larger longitudinal share means a smaller overestimate. A thicker core raises \(n_0\), because adding core material in place of cladding makes both terms of the shift positive. With \(n_0\), \(r=1-\varepsilon_b/n_0^2\) rises too. For very thin films and cores of 200, 400 and 600 nm, the test against the layered solution gives \(F=10.9\), 4.9 and 3.7.

In the limit of a weakly guided mode, \(n_0^2\to\varepsilon_b\), \(r\to0\), and \(F\) approaches the full \(1/s\), here 41. That is the case in which the normal-field argument describes the whole shift. The absolute shift need not be large there, because \(C\) depends on the guide too.

**Q:** Can I see the pure normal effect without going to weak guiding?

**A:** Put the film at the centre of a symmetric core. The fundamental TM mode has an even \(H\), so \(g\), and with it \(E_z\), is zero at the centre. The film now replaces core material, and \(\varepsilon_b\) becomes \(\varepsilon_{\rm core}=4\) in the local factor. The usual insertion shift should be too large by \(\varepsilon_c/\varepsilon_{\rm core}=16.40/4=4.10\). For a 0.01 nm crystalline film, used as a numerical stand-in for the limit, the ratio of the usual to the layered shift is 4.100.

The opposite case is a TE mode, whose electric field \(E_y=E\) is purely tangential. It obeys \(E''+(k_0^2\varepsilon-\beta^2)E=0\), and the same manipulation gives

\[
(E_1'E_0-E_0'E_1)'=\left[\beta_1^2-\beta_0^2-k_0^2(\varepsilon_1-\varepsilon_0)\right]E_0E_1 .
\]

Integrating and letting \(t\to0\),

\[
\Delta n_{\rm TE}=\frac{t(\varepsilon_f-\varepsilon_b)E_s^2}{2n_0\int E_0^2dx},
\]

where \(n_0\) is now the TE index and \(E_s\) the field at the face. This is the usual estimate with no correction at leading order. For the same 0.01 nm film on the surface, its ratio to the layered shift is 0.9999. At 10 nm the higher orders matter: the full TE switching shift is 0.0223, and the usual estimate is 22 % below it.

**Q:** My mode solver can include the amorphous film from the start. If I take the field from that mode, am I safe?

**A:** Much safer. The normal field in the film is then already reduced by \(\varepsilon_b/\varepsilon_a\), so the estimate weights the normal part by \((\varepsilon_b/\varepsilon_a)^2\) where \(\varepsilon_b^2/(\varepsilon_a\varepsilon_c)\) is right. The normal error is \(\varepsilon_c/\varepsilon_a=1.51\). Since that part is small here, the whole switching shift is overestimated by 4.9 % in the thin limit. With the field integrated over the film, the excess over the layered value is about 7 % at 10 nm and about 12 % at 30 nm.

This also shows where the product of fields comes from. Raise the film permittivity in small steps, each with the field that is present at that stage. Every step is a weak-contrast problem, with \(dn/d\varepsilon=tC(\varepsilon_b^2/\varepsilon^2+r)\). The normal part adds up to

\[
\int_{\varepsilon_a}^{\varepsilon_c}\frac{\varepsilon_b^2}{\varepsilon^2}\,d\varepsilon=\varepsilon_b^2\left(\frac1{\varepsilon_a}-\frac1{\varepsilon_c}\right),
\]

as before. The square of the field is right for each small step, but not for the whole jump.

**Q:** Some phase-change films absorb strongly. Does the correction survive a complex permittivity?

**A:** Yes, in the thin limit. The identity contains products of fields without complex conjugation, so it holds for complex \(\varepsilon_f\). With \(\varepsilon_f=\varepsilon'+i\varepsilon''\) and \(\varepsilon''>0\) for absorption, the imaginary part of \(\varepsilon_b-\varepsilon_b^2/\varepsilon_f\) is \(\varepsilon_b^2\varepsilon''/|\varepsilon_f|^2\), so

\[
{\rm Im}\,\Delta n=tC\varepsilon''\left[\frac{\varepsilon_b^2}{|\varepsilon_f|^2}+r\right].
\]

The usual estimate therefore overstates the absorption too if \(|\varepsilon_f|>\varepsilon_b\). For a round film index of \(6+i\) and \(t=0.01\) nm, the formula gives \(\Delta n=(4.988+1.460i)\times10^{-5}\), and the layered solution agrees to these digits. At 10 nm the formula is no longer justified for this film: the relative variation of \(H\) across it, estimated as before by \(t\gamma|\varepsilon_f|/\varepsilon_b\), is about 0.6, which is not small. For a strongly absorbing film of that thickness, use the layered solution.

The word "overestimates" does need its condition. For a lossless film with \(0<\varepsilon_f<\varepsilon_b\), the factor \(\varepsilon_f/\varepsilon_b\) is below 1, and the usual estimate makes the normal part too small in magnitude. Near \(\varepsilon_f=0\), the term \(1/\varepsilon_f\) is large and the thin-film expansion needs a far thinner film.

**Q:** How much of this would I find in a real Sb2Se3 cell on silicon nitride?

**A:** The wavelength, the materials and the rough indices are those of such a cell, but the model is an ideal one: a planar guide, and a uniform, isotropic, lossless film of fixed thickness. I can size the departures only with assumed magnitudes, each applied alone to the layered shift of 0.0070.

Of the cases in the numerical output, anisotropy moves it most. Suppose the crystal index is 0.3 higher along \(z\) and 0.3 lower along \(x\), over the whole film. The shift becomes 0.0094, and with the two directions exchanged it is 0.0046, a change of about a third either way. The index along the guide matters more, as the dominance of \(E_z\) suggests. If the film thins by 5 % on crystallizing and cladding fills the gap, the shift falls to 0.0057, or by 19 %. The loss is that large because 5 % of the full crystalline insertion shift, \(0.05\times0.0264=0.0013\), is taken from a much smaller difference.

A guide 1200 nm wide, treated by the approximate effective-index method with the film across its full width, gives 0.0065. An assumed extinction coefficient of 0.005 in the crystal costs 0.19 dB over the layered \(\pi\) length. Heating by 50 K, with assumed index slopes of \(2.5\times10^{-5}\), \(10^{-5}\) and \(10^{-4}\) per kelvin for core, silica and film, moves the crystalline mode index by 0.0011. The difference between the two states hardly changes. The numerical output lists these cases.

Two further cases go beyond that list. A protective cap on the film, 100 nm thick and with an assumed index of 2.1, lowers the layered shift to 0.0040. Departures can also combine: the less favourable anisotropy together with the 5 % thinning gives 0.0034.

So 0.007 is a model value for a film buried in silica, uncertain by tens of per cent, up to about a half, under these assumptions. What lies above the film matters at least as much: with air in place of the upper silica the layered shift is 0.012, and a 200 nm cap of index 2.1 under silica lowers it to 0.0027. None of these departures, taken singly, brings the shift near 0.036.

**Q:** Then if I want a larger switching shift, I should not look for more normal field at the film?

**A:** Not for a thin film whose two states both have a permittivity well above that of the material it replaces. At the same bare field strength, a tangential component then contributes more to the switching, in the thin limit by the factor \(\varepsilon_a\varepsilon_c/\varepsilon_b^2\). In a TM mode that component is \(E_z\), and in a TE mode it is the main field. Which guide gives the larger total shift still depends on how strong each field is at the film, so the two modes must be computed for the guide in question.

## Computed results

```
wavelength 1550 nm, core 400 nm, film 10 nm
indices: core 2.0, silica 1.444, amorphous 3.3, crystalline 4.05
permittivities: silica 2.085, amorphous 10.89, crystalline 16.40
bare TM mode index n0: 1.64388
r = |Ez/Ex|^2 at surface, cladding side: 0.2284
coefficient C: 5.2552e-04 per nm
normal-part overestimate, insertion amorphous: 5.22
normal-part overestimate, insertion crystalline: 7.87
normal-part overestimate, switching: 41.1
upper bound 1+1/r of total overestimate: 5.38
total switching overestimate, thin limit, core 200 nm: 10.89
total switching overestimate, thin limit, core 400 nm: 4.86
total switching overestimate, thin limit, core 600 nm: 3.71
same, field from amorphous-loaded mode, core 400 nm: 1.049
central film, usual/layered shift: 4.100
TE surface film, usual/layered shift: 0.9999
absorbing film index 6+1i, t=0.01 nm, layered shift: 4.9877e-05+1.4601e-05j
absorbing film, corrected formula: 4.9880e-05+1.4603e-05j
identity, 30 nm film, left/right: 1.0000000000
insertion amorphous: usual 0.05684, corrected 0.01943, layered 0.01938
insertion crystalline: usual 0.09243, corrected 0.02675, layered 0.02635
switching shift, usual estimate: 0.03559
switching shift, corrected formula: 0.00732
  of which normal field: 0.00071
  of which longitudinal field: 0.00662
switching shift, layered solution: 0.00697
usual estimate / layered solution: 5.11
usual estimate divided by normal factor: 0.00087
pi length, usual: 21.8 um
pi length, corrected: 105.9 um
pi length, layered: 111.2 um
finite-volume insertion shift, crystalline: 0.02635
mean normal D in film / bare guide: 1.094
mean normal E in film / bare guide: 0.139
film 1 nm switching: corrected 0.00073, layered 0.00073
film 5 nm switching: corrected 0.00366, layered 0.00358
film 20 nm switching: corrected 0.01464, layered 0.01319
film 30 nm switching: corrected 0.02196, layered 0.01873
assumed thinning 5 %: switching shift 0.00567
assumed index split +-0.3: high index along z 0.00944
  high index along x 0.00459
assumed extinction 0.005: loss over layered pi length 0.190 dB
assumed dn/dT core, silica, film: 2.5e-05, 1.0e-05, 1.0e-04 per K
heating 50 K: crystalline mode index drift 0.00106
  switching shift when hot 0.00699
guide width 1200 nm, effective-index switching shift: 0.00652
```
